# Mixed conventions for the kinetic energy density spoil the uniform-gas limit

The symbol $\tau$ does not have one meaning. Some functionals define the kinetic energy density with a factor one half, while Becke-type formulas omit it. Separately, the uniform-gas constant may belong to one spin channel or to the total density, and these two constants differ by $2^{2/3}$. In an unpolarized uniform gas the indicator $\alpha$ should equal 1. If the supplied $\tau$ and the constant follow different conventions, it becomes

$$\alpha=2^{\,p+2q/3},\qquad p,q\in\{-1,0,1\}.$$

Here $p$ records a mismatch in the factor one half and $q$ a mismatch in the spin constant. The correct value returns only for $p=q=0$, provided that $\tau$ and the density beside it refer to the same channel.

Hartree atomic units are used. For spin $\sigma$, with the sum over occupied orbitals,

$$G_\sigma=\sum_i|\nabla\psi_{i\sigma}|^2,\qquad \tau_\sigma=\tfrac12 G_\sigma .$$

The letter $G$ always means "without the half" below. Quantities without a spin index are sums over both spins.

## A counter-example: SCAN exchange in a uniform gas

Suppose that $\tau$ has one convention. Then $G=G_\uparrow+G_\downarrow$ could be passed to any functional that asks for "$\tau$". Take an unpolarized uniform gas with $r_s=2$ bohr, so that $n=3/(4\pi r_s^3)=0.02984$ bohr$^{-3}$. Its exchange energy per electron is

$$\varepsilon_x=-\frac34\left(\frac{3n}{\pi}\right)^{1/3}=-0.2291\ \text{hartree}.$$

SCAN multiplies this by an enhancement factor $F_x$ that depends on the density gradient and on

$$\alpha=\frac{\tau-\tau_W}{\tau_{\rm unif}},\qquad
\tau_W=\frac{|\nabla n|^2}{8n},\qquad
\tau_{\rm unif}=\frac{3}{10}(3\pi^2)^{2/3}n^{5/3}.$$

These expressions belong to the convention with the half. At zero gradient $\tau_W=0$, and SCAN reduces to

$$F_x=h_1+f(\alpha)(1.174-h_1),\qquad h_1=1+k-\frac{k}{1+x/k},$$

$$k=0.065,\qquad x=0.0146\,(1-\alpha)^2e^{-(1-\alpha)^2}.$$

The switching function is $f=e^{-0.667\alpha/(1-\alpha)}$ for $\alpha<1$ and $f=-1.24\,e^{0.8/(1-\alpha)}$ for $\alpha>1$; it tends to zero at $\alpha=1$ from both sides.

With the correct $\tau$, $\alpha=1$. Then $x=0$, $h_1=1$, $f=0$ and $F_x=1$, as required.

With $G=2\tau$ in place of $\tau$, $\alpha=2$. Now

$$h_1=1.065-\frac{0.065}{1+0.0146\,e^{-1}/0.065},\qquad f=-1.24\,e^{-0.8},$$

and inserting both gives $F_x=0.911$. The energy per electron becomes $0.91078\times(-0.22908)=-0.2086$ hartree. The error is $+0.0204$ hartree, or 0.556 eV, which is 8.9% of the correct exchange energy. Since $F_x$ at zero gradient depends on $\alpha$ alone, the relative error is the same at every density. It also survives in a slowly varying gas, because it is present before any gradient correction begins.

## The uniform constants

The general statement needs the constants with their factors traced. In a uniform gas each spin fills the plane waves with $k<k_F$. Counting states gives

$$n_\sigma=\int_{k<k_F}\frac{d^3k}{(2\pi)^3}=\frac{4\pi}{8\pi^3}\frac{k_F^3}{3}=\frac{k_F^3}{6\pi^2}.$$

A normalized plane wave has $|\nabla\psi|^2=k^2|\psi|^2$, so

$$G_\sigma=\int_{k<k_F}\frac{d^3k}{(2\pi)^3}k^2=\frac{4\pi}{8\pi^3}\frac{k_F^5}{5}=\frac{k_F^5}{10\pi^2}.$$

Inserting $k_F=(6\pi^2n_\sigma)^{1/3}$ yields

$$G_\sigma=\frac{6\pi^2}{10\pi^2}(6\pi^2)^{2/3}n_\sigma^{5/3}
=\frac35(6\pi^2)^{2/3}n_\sigma^{5/3}.$$

The coefficient is 9.116. Halving it gives 4.558, the coefficient of $\tau_\sigma$.

For the unpolarized total, $n_\sigma=n/2$ and there are two equal channels:

$$\tau=2\cdot\frac3{10}(6\pi^2)^{2/3}\left(\frac n2\right)^{5/3}
=\frac3{10}(6\pi^2)^{2/3}\,2^{-2/3}n^{5/3}
=\frac3{10}(3\pi^2)^{2/3}n^{5/3}.$$

This coefficient is 2.871, and without the half it is 5.742. The per-spin constant is therefore larger than the total one by $2^{2/3}$ when both carry the same prefactor.

## The general statement and its proof

Let $a=1$ if the supplied kinetic energy density lacks the half, and $a=0$ if it has it. Let $b=1$ if it and its accompanying density are per-spin quantities, and $b=0$ if they are unpolarized totals. Call the supplied pair $(t,\nu)$. The four coefficients just found are all contained in

$$\frac{t}{\nu^{5/3}}=2^{a}\,2^{2b/3}\,\frac3{10}(3\pi^2)^{2/3}.$$

The functional's constant $C$ has the same form, with its own labels $a'$ and $b'$. The gradient vanishes, so

$$\alpha=\frac{t}{C\nu^{5/3}}=2^{(a-a')+2(b-b')/3}.$$

Setting $p=a-a'$ and $q=b-b'$ proves the formula. If $\alpha=1$, then $3p=-2q$. Thus $q$ must be a multiple of 3, which leaves $q=0$ and then $p=0$. The two mistakes can partly offset each other, but they cannot cancel. An explicit sum over about $9\times10^5$ plane waves reproduces the coefficient $G_\sigma/n_\sigma^{5/3}$ to about one part in a million. The sixteen pairings differ from it only by exact factors, so each agrees with the formula to the same accuracy.

The zero-gradient enhancement factors of SCAN and TPSS exchange are:

| $p$ | $q$ | $\alpha$ | SCAN | TPSS |
|---:|---:|---:|---:|---:|
| −1 | −1 | 0.315 | 1.129 | 1.007 |
| −1 | 0 | 0.500 | 1.091 | 1.004 |
| −1 | 1 | 0.794 | 1.014 | 1.001 |
| 0 | −1 | 0.630 | 1.057 | 1.002 |
| 0 | 0 | 1.000 | 1.000 | 1.000 |
| 0 | 1 | 1.587 | 0.949 | 1.004 |
| 1 | −1 | 1.260 | 0.991 | 1.001 |
| 1 | 0 | 2.000 | 0.911 | 1.008 |
| 1 | 1 | 3.175 | 0.852 | 1.018 |

In these cases SCAN exchange is too strong for $\alpha<1$ and too weak for $\alpha>1$. This is not a rule for all $\alpha$: just above 1 the switching function is still negligible while $h_1>1$, and $F_x-1$ is $+7\times10^{-5}$ at $\alpha=1.1$. TPSS behaves differently. At zero gradient it has

$$F_x=1+\kappa-\frac{\kappa}{1+x/\kappa},\qquad
x=\frac{146}{2025}q_b^2,\qquad
q_b=\frac{9}{20}\frac{\alpha-1}{\sqrt{1+0.4\,\alpha(\alpha-1)}},$$

with $\kappa=0.804$. Since $x$ is a positive multiple of a square, every $\alpha\ne1$ gives $F_x>1$. The error at $\alpha=2$ is only 0.8%, so a loose uniform-gas check could miss it. For M06-L exchange, doubling $\tau$ gives $F_x=0.871$ and halving it gives 1.088.

## Two limits on the statement

**A concealed mismatch.** The proof assumes that $t$ and $\nu$ refer to the same channel. Suppose instead that a code passes $G_\sigma$ of one spin together with the total density. In an unpolarized gas

$$G_\sigma=2\tau_\sigma=\tau_\uparrow+\tau_\downarrow=\tau,$$

so, for a functional whose constant is the total-density one with the half, the result is accidentally correct. In a fully polarized gas $G_\uparrow=2\tau$, so the supplied kinetic energy density is twice the correct one. A convention check should therefore include a polarized case.

**Spin polarization.** The constant with $3\pi^2$ describes an unpolarized gas. In a fully polarized gas $n=n_\uparrow$ and $\tau=\tau_\uparrow$, so the per-spin constant is needed. For exchange this is handled by spin scaling, $E_x[n_\uparrow,n_\downarrow]=\frac12\sum_\sigma E_x[2n_\sigma]$, in which each channel is treated as an unpolarized system with density $2n_\sigma$ and kinetic energy density $2\tau_\sigma$. Then

$$\frac{2\tau_\sigma}{\frac3{10}(3\pi^2)^{2/3}(2n_\sigma)^{5/3}}
=\frac{\tau_\sigma}{\frac3{10}(6\pi^2)^{2/3}n_\sigma^{5/3}},$$

because $2^{5/3}/2=2^{2/3}$ turns $3\pi^2$ into $6\pi^2$. The two constants are two correct ways to write one ratio.

## The one-orbital limit must be converted too

For one real occupied orbital, $n_\sigma=\psi^2$ and $\nabla n_\sigma=2\psi\nabla\psi$. Hence

$$G_\sigma=|\nabla\psi|^2=\frac{|\nabla n_\sigma|^2}{4n_\sigma},\qquad
\tau_\sigma=\frac{|\nabla n_\sigma|^2}{8n_\sigma}.$$

With matched conventions the numerator of $\alpha$ vanishes. If $G_\sigma$ is combined with the bound containing 8, half of $G_\sigma$ is left over. For the orbital $\psi=e^{-r}/\sqrt\pi$, $G_\sigma=n_\sigma$, and at $r=1$ bohr the mixture gives

$$\alpha=\frac{n_\sigma/2}{4.558\,n_\sigma^{5/3}}=\frac{1}{2(4.558)(e^{-2}/\pi)^{2/3}}=0.893 .$$

The correct value is 0 at every radius. The mixture instead gives $\alpha=\pi^{2/3}e^{4r/3}/(2\cdot4.558)$, which is 0.235 at the centre, close to the uniform-gas value 1 only near $r=1$ bohr, and 3.39 at $r=2$ bohr. The one-orbital region is no longer recognized anywhere.

## The exchange hole and the Becke–Roussel model

In a uniform gas the kinetic energy density also fixes the curvature of the exchange hole. Where the density varies, its derivatives contribute as well. In the uniform gas the one-particle density matrix of one spin is the sum of $e^{i\mathbf k\cdot\mathbf u}$ over occupied states. Odd terms cancel, and the angular average of $(\mathbf k\cdot\mathbf u)^2$ is $k^2u^2/3$. Therefore

$$\gamma_\sigma(u)=n_\sigma-\frac{u^2}{6}G_\sigma+\dots,\qquad
\frac{\gamma_\sigma^2}{n_\sigma}=n_\sigma-\frac{u^2}{3}G_\sigma+\dots$$

The second expression is the magnitude of the exchange hole, and its $u^2$ coefficient is $-G_\sigma/3$, or equivalently $-2\tau_\sigma/3$.

The Becke–Roussel model represents this hole by the normalized density $\rho(r)=a^3e^{-ar}/(8\pi)$, seen from a distance $b$ from its centre. Let $y=ab$. Matching the value gives $a^3e^{-y}=8\pi n_\sigma$. The spherical average around a point has $u^2$ coefficient $Q=\nabla^2\rho/6$, so

$$Q=\frac{n_\sigma}{6}\left(a^2-\frac{2a}{b}\right)=\frac{n_\sigma a^2}{6}\,\frac{y-2}{y}.$$

Substituting $a^2=4\pi^{2/3}n_\sigma^{2/3}e^{2y/3}$ yields the equation for $y$:

$$\frac{y\,e^{-2y/3}}{y-2}=\frac{2\pi^{2/3}n_\sigma^{5/3}}{3Q}.$$

In the uniform gas the model sets $Q=-gG_\sigma/3$, with an adjustable factor $g$. The energy per electron is $-V/2$, where $V=[1-(1+y/2)e^{-y}]/b$ is the Coulomb potential of $\rho$ at distance $b$. This $V$ satisfies Poisson's equation, since $(bV)''/b=-a^3e^{-ab}/2=-4\pi\rho(b)$; it is finite at the centre and tends to $1/b$ far away.

With $g=0.8$ and the correct $G_\sigma$, the model gives 0.9996 times the true uniform exchange energy. Supplying $\tau_\sigma=G_\sigma/2$ gives 1.059, an error of 5.9%. The choice $g=1$, which has the true curvature, gives 0.974. The adjustment to 0.8 thus compensates for the model's shape, and it does so only for the convention in which it was made.

## A fluorine atom

Fluorine shows the size of the error in a real density. Unrestricted Hartree–Fock orbitals in the def2-TZVP basis were inserted into SCAN exchange without further self-consistency. The Hartree–Fock exchange energy of the same orbitals, −10.045 hartree, is the reference. This level leaves out correlation and relativity and has a finite-basis error. The digits below belong to this basis and one integration grid. Their change in a larger basis was not determined, so they show the size of the convention error and are not converged atomic values.

- Correct $\tau$: −10.083 hartree, 0.4% stronger than the reference.
- Doubled $\tau$: −9.076 hartree, a shift of +1.007 hartree or 27.4 eV.
- Halved $\tau$: −10.682 hartree, a shift of −0.599 hartree or −16.3 eV.

The gradient makes the mistake more than a rescaling of $\alpha$. Since $2\tau-\tau_W=2(\tau-\tau_W)+\tau_W$, doubling adds a spurious term $\tau_W/\tau_{\rm unif}$ to $2\alpha$. Halving gives $\frac12(\alpha-\tau_W/\tau_{\rm unif})$, which is negative wherever $\tau<2\tau_W$. By spin scaling these relations are applied to each spin channel separately. Counted that way, with $\tau_\sigma<2|\nabla n_\sigma|^2/(8n_\sigma)$, about 70% of the electrons lie in such regions, where the functional receives values that no set of orbitals can produce. The halved-$\tau$ energy above was obtained by continuing the $\alpha<1$ formula to negative $\alpha$, so it depends on that choice. Unlike the other two SCAN values, it was not compared with a library implementation.

## Converting and checking an implementation

A functional written for $\tau$ can be used with $G$ by substituting $\tau=G/2$ everywhere, including in derivatives. If $e$ is the energy density, the chain rule gives $\partial e/\partial G=\frac12\,\partial e/\partial\tau$. Converting the energy but not this derivative would give a potential that does not belong to the energy. In a PAW code, where $\tau$ is a smooth part plus on-site corrections, the same factor must multiply every part.

The half can be identified by integration. For decaying orbitals, integration by parts gives

$$\frac12\int G\,d^3r=-\frac12\sum_{i\sigma}\int\psi_{i\sigma}\nabla^2\psi_{i\sigma}\,d^3r=T_s,$$

the kinetic energy of the orbitals. For fluorine the integral of $G/2$ is 99.415 hartree, equal to the analytic kinetic energy to the digits shown, while the integral of $G$ is 198.831 hartree. This shows whether the half is present, but not which local form is supplied, since $-\frac12\sum_{i\sigma}\psi_{i\sigma}\nabla^2\psi_{i\sigma}$ has the same integral. It also says nothing about the constant inside the functional. For that, in an exchange functional, one evaluates the uniform gas, unpolarized and polarized, and requires $\alpha=1$ in each occupied spin channel, using the spin-scaled ratio above. The ratio of total quantities with the unpolarized constant is unsuitable here, because its correct value in a fully polarized gas is $2^{2/3}$. The test is made on $\alpha$ itself because the energy may respond weakly, as in TPSS. The remaining values are in the numerical output.

## Calculated quantities

```
Plane waves of one spin in the box: 904089
G_s/n_s^(5/3), plane-wave sum: 9.11559
G_s/n_s^(5/3), infinite gas: 9.11560
Per-spin constant with half: 4.55780
Total constant without half: 5.74247
Total constant with half: 2.87123
Largest relative deviation of alpha, 16 pairings: 1.3e-06
Uniform gas: r_s = 2.0 bohr, n = 0.029842 bohr^-3
  p   q    alpha   F_x SCAN   F_x TPSS
 -1  -1   0.3150   1.12910   1.00743
 -1   0   0.5000   1.09063   1.00404
 -1   1   0.7937   1.01391   1.00066
  0  -1   0.6300   1.05705   1.00220
  0   0   1.0000   1.00000   1.00000
  0   1   1.5874   0.94919   1.00365
  1  -1   1.2599   0.99102   1.00087
  1   0   2.0000   0.91078   1.00803
  1   1   3.1748   0.85177   1.01795
F_x M06-L, tau halved/correct/doubled: 1.08805 / 1.00000 / 0.87141
Uniform exchange per electron, correct: -0.229083 hartree
SCAN exchange per electron, tau doubled: -0.208643 hartree
Error per electron: 0.020439 hartree = 0.5562 eV
1s orbital at 1 bohr, alpha matched: 0.00000
1s orbital at 1 bohr, alpha with G_s and half-type tau_W: 0.89270
Hole u^2 coefficient, density matrix: -0.0027477 bohr^-5
Hole u^2 coefficient, -G_s/3: -0.0027478 bohr^-5
F_x Becke-Roussel, gamma 0.8, G_s supplied: 0.99960
F_x Becke-Roussel, gamma 0.8, G_s/2 supplied: 1.05853
F_x Becke-Roussel, gamma 1.0, G_s supplied: 0.97446
Fluorine atom, UHF/def2-TZVP orbitals
Kinetic energy, analytic integrals: 99.41545 hartree
Integral of G/2 over the grid: 99.41545 hartree
Integral of G over the grid: 198.83090 hartree
Hartree-Fock exchange: -10.04513 hartree
SCAN exchange, correct tau: -10.08308 hartree
SCAN exchange, tau doubled: -9.07613 hartree
  shift from correct tau: 1.00695 hartree = 27.400 eV
SCAN exchange, tau halved: -10.68202 hartree
  shift from correct tau: -0.59894 hartree = -16.298 eV
Electrons where halved tau is below tau_W: 70.34 percent
```
